# Surface power spectral density from an atomic-force height map, checked by Parseval's theorem: a program that tests the result

```python
"""
Result under test: for a mean-subtracted height map z (Ny lines, Nx pixels),
    C = dx*dy/(Nx*Ny) * |DFT(z)|^2      [nm^4, frequency in cycles per nm]
summed over all modes times 1/(Lx*Ly) equals Sq^2 = mean(z^2).
dx, dy: pixel sizes; Lx, Ly: scan lengths; Sq: rms roughness.
Model surface: Gaussian heights, autocovariance sigma^2*exp(-r^2/xi^2).
Arrays are indexed [line (y), pixel (x)]. Lengths are in nm.
Inputs are rough values for a smooth epitaxial germanium film.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import j0

rng = np.random.default_rng(2024)


def psd(z, dx, dy):
    ny, nx = z.shape
    return dx * dy / (nx * ny) * np.abs(np.fft.fft2(z)) ** 2


def explicit_dft(z):
    ny, nx = z.shape
    out = np.zeros((ny, nx), complex)
    for l in range(ny):
        for k in range(nx):
            for n in range(ny):
                for m in range(nx):
                    angle = 2 * np.pi * (k * m / nx + l * n / ny)
                    out[l, k] += z[n, m] * np.exp(-1j * angle)
    return out


def close(a, b, rel):
    return np.allclose(a, b, rtol=rel, atol=0)


# ---- map small enough for hand calculation
tiny = np.array([[1.0, 3.0], [2.0, 6.0]])
tiny_pixel = 10.0
tiny_area = (2 * tiny_pixel) ** 2
tiny_dev = tiny - tiny.mean()
tiny_dft = explicit_dft(tiny_dev).real
tiny_psd = tiny_pixel ** 2 / 4 * tiny_dft ** 2
tiny_sum = tiny_psd.sum() / tiny_area
tiny_raw_sum = psd(tiny, tiny_pixel, tiny_pixel).sum() / tiny_area
assert close(tiny_sum, np.mean(tiny_dev ** 2), 1e-12)
assert close(tiny_raw_sum, tiny_sum + tiny.mean() ** 2, 1e-12)

# ---- definition, Parseval and autocovariance on an unequal, odd-even grid
small = rng.normal(size=(5, 6))
small -= small.mean()
sdx, sdy = 2.0, 3.5
small_psd = psd(small, sdx, sdy)
direct = sdx * sdy / small.size * np.abs(explicit_dft(small)) ** 2
assert np.allclose(small_psd, direct, atol=1e-10)
small_area = small.size * sdx * sdy
assert close(direct.sum() / small_area, np.mean(small ** 2), 1e-12)
autocov = np.array([[np.mean(small * np.roll(small, (-q, -p), (0, 1)))
                     for p in range(6)] for q in range(5)])
assert np.allclose(small_psd, sdx * sdy * explicit_dft(autocov).real,
                   atol=1e-10)

# ---- main example: scan and surface parameters
sigma, xi = 1.0, 100.0
Lx = Ly = 2000.0
Nx, Ny = 256, 128
dx, dy = Lx / Nx, Ly / Ny
area = Lx * Ly
x, y = np.arange(Nx) * dx, np.arange(Ny) * dy


def true_psd(f):
    return np.pi * sigma**2 * xi**2 * np.exp(-(np.pi * xi * f) ** 2)


# continuum density from the Hankel transform, and its total weight
for f in (0.0, 0.002, 0.005):
    hankel = quad(lambda r: 2 * np.pi * r * sigma**2 * np.exp(-(r / xi)**2)
                  * j0(2 * np.pi * f * r), 0, 10 * xi, limit=200)[0]
    assert close(hankel, true_psd(f), 1e-6)
weight = quad(lambda f: 2 * np.pi * f * true_psd(f), 0, 0.04)[0]
weight_q = quad(lambda q: 2 * np.pi * q * true_psd(q / (2 * np.pi))
                / (4 * np.pi**2), 0, 0.25)[0]
assert close([weight, weight_q], sigma**2, 1e-6)


def covariance_root(coord):
    cov = np.exp(-((coord[:, None] - coord[None, :]) / xi) ** 2)
    val, vec = np.linalg.eigh(cov)
    return vec * np.sqrt(np.clip(val, 0, None))


def expected_factor(k, n, d):
    p = np.arange(-(n - 1), n)
    return d * np.sum((1 - np.abs(p) / n) * np.exp(-(p * d / xi) ** 2)
                      * np.cos(2 * np.pi * k * p / n))


root_x, root_y = covariance_root(x), covariance_root(y)
hann_x = 1 - np.cos(2 * np.pi * (np.arange(Nx) + 0.5) / Nx)
hann_y = 1 - np.cos(2 * np.pi * (np.arange(Ny) + 0.5) / Ny)
window = np.outer(hann_y, hann_x)
window /= np.sqrt(np.mean(window ** 2))

# ---- ensemble of independent non-periodic scans
n_maps = 400
blocks, hann_blocks = [], []
mean_sq, sq2, line_var, hann_sum = [], [], [], []
for i in range(n_maps):
    h = sigma * root_y @ rng.normal(size=(Ny, Nx)) @ root_x.T
    z = h - h.mean()
    c = psd(z, dx, dy)
    c_hann = psd(window * z, dx, dy)
    if i == 0:
        film, film_psd, film_hann = z, c, c_hann
    blocks.append(c[:9, :101])
    hann_blocks.append(c_hann[:9, :101])
    mean_sq.append(h.mean() ** 2)
    sq2.append(np.mean(z ** 2))
    line_var.append(np.var(h.mean(axis=1)))
    hann_sum.append(c_hann.sum() / area)
blocks, hann_blocks = np.array(blocks), np.array(hann_blocks)

factor_x = np.array([expected_factor(k, Nx, dx) for k in range(101)])
factor_y = np.array([expected_factor(l, Ny, dy) for l in range(9)])
expected = sigma**2 * np.outer(factor_y, factor_x)
average = blocks.mean(axis=0)
low = (slice(2, 9), slice(2, 9))
edge = (slice(1, 5), slice(40, 81))
assert abs(np.mean(average[low] / expected[low]) - 1) < 0.04
assert abs(np.mean(average[edge] / expected[edge]) - 1) < 0.15
mode_scatter = np.mean(blocks.std(axis=0)[low] / average[low])
assert abs(mode_scatter - 1) < 0.1
assert hann_blocks.mean(axis=0)[edge].sum() < 1e-3 * average[edge].sum()
assert abs(np.mean(hann_sum) / np.mean(sq2) - 1) < 0.05

finite_loss = sigma**2 * factor_x[0] * factor_y[0] / area
line_loss = sigma**2 * factor_x[0] / Lx * (1 - factor_y[0] / Ly)
assert abs(np.mean(mean_sq) / finite_loss - 1) < 0.25
assert abs(np.mean(line_var) / line_loss - 1) < 0.08
scatter_formula = np.sqrt(np.pi) * xi / Lx
scatter_found = np.std(sq2) / np.mean(sq2)
assert abs(scatter_found / scatter_formula - 1) < 0.15

k_high = 64
leak = dx**2 / (2 * Lx * np.sin(np.pi * k_high / Nx) ** 2)
assert abs(leak / factor_x[k_high] - 1) < 0.04

# ---- Parseval on the example; profile spectrum; ring averages
film_sq2 = np.mean(film ** 2)
film_sum = film_psd.sum() / area
assert close(film_sum, film_sq2, 1e-12)
profile = dx / Nx * np.mean(np.abs(np.fft.fft(film, axis=1)) ** 2, axis=0)
assert np.allclose(profile, film_psd.sum(axis=0) / Ly, rtol=1e-9, atol=1e-12)
assert close(profile.sum() / Lx, film_sq2, 1e-12)

fx, fy = np.fft.fftfreq(Nx, dx), np.fft.fftfreq(Ny, dy)
ring = np.rint(np.hypot(fy[:, None], fx[None, :]) * Lx).astype(int)
count = np.bincount(ring.ravel())
filled = np.maximum(count, 1)
ring_mean = np.bincount(ring.ravel(), film_psd.ravel()) / filled
ring_hann = np.bincount(ring.ravel(), film_hann.ravel()) / filled
assert close(np.sum(count * ring_mean) / area, film_sq2, 1e-12)
j = np.arange(1, Ny // 2 + 1)
smooth_sum = np.sum(2 * np.pi * (j / Lx) * ring_mean[j]) / Lx
assert abs(smooth_sum / film_sq2 - 1) < 0.15

# ---- frequency axis and aliasing: Parseval passes in both cases
amp = 0.7
for true_k, seen_k in ((10, 10), (Nx - 10, 10)):
    wave = amp * np.cos(2 * np.pi * true_k * x / Lx)[None, :] * np.ones((Ny, 1))
    c = psd(wave, dx, dy)
    assert np.argmax(c[0, :Nx // 2]) == seen_k
    assert close(c[0, seen_k], amp**2 * area / 4, 1e-9)
    assert close(c.sum() / area, amp**2 / 2, 1e-9)

# ---- sample tilt
tilt_deg = 0.1
slope = np.tan(np.radians(tilt_deg))
ramp = np.ones((Ny, 1)) * slope * x[None, :]
ramp -= ramp.mean()
tilt_var = slope**2 * dx**2 * (Nx**2 - 1) / 12
assert close(np.mean(ramp ** 2), tilt_var, 1e-10)
k = np.arange(1, Nx)
ramp_formula = slope**2 * dx**2 * area / (4 * np.sin(np.pi * k / Nx) ** 2)
assert close(psd(ramp, dx, dy)[0, 1:], ramp_formula, 1e-8)
tilted = film + ramp
tilted_sq2 = np.mean(tilted ** 2)
assert close(psd(tilted, dx, dy).sum() / area, tilted_sq2, 1e-12)
X, Y = np.meshgrid(x / Lx, y / Ly)
basis = np.column_stack([np.ones(X.size), X.ravel(), Y.ravel()])


def plane_fit_removed(z):
    coef = np.linalg.lstsq(basis, z.ravel(), rcond=None)[0]
    return z - (basis @ coef).reshape(z.shape)


levelled = plane_fit_removed(tilted)
assert np.allclose(levelled, plane_fit_removed(film), atol=1e-10)
levelled_sq2 = np.mean(levelled ** 2)

# ---- white height noise
noise_rms = 0.05
floor = noise_rms**2 * dx * dy
noise_psd = psd(rng.normal(0, noise_rms, (Ny, Nx)), dx, dy)
assert abs(noise_psd[20:60, 30:100].mean() / floor - 1) < 0.1
f_cross = np.sqrt(np.log(true_psd(0) / floor)) / (np.pi * xi)
assert close(f_cross, brentq(lambda f: true_psd(f) - floor, 0, 0.03), 1e-6)

# ---- atomic steps of a (001) germanium surface
ge_lattice = 0.57
step = ge_lattice / 4
step_error = step * np.rint(film / step) - film
step_var = step**2 / 12
assert abs(np.var(step_error) / step_var - 1) < 0.1

# ---- finite tip radius: small-slope shift against direct contact search
tip_radius = 10.0
u = np.linspace(-1, 1, 20001)
wave_number = 2 * np.pi / 200
contact = np.max(np.cos(wave_number * (50 + u))
                 - (tip_radius - np.sqrt(tip_radius**2 - u**2)))
shift = contact - np.cos(wave_number * 50)
assert abs(shift / (tip_radius * wave_number**2 / 2) - 1) < 0.01
grad_y, grad_x = np.gradient(film, dy, dx)
tip_shift = tip_radius * (grad_x**2 + grad_y**2) / 2
tip_sq2 = np.var(film + tip_shift)

# ---- printed numbers
print("2x2 map heights (nm):", tiny.ravel(), "pixel (nm):", tiny_pixel)
print("2x2 mean (nm):", tiny.mean(), "deviations (nm):", tiny_dev.ravel())
print("2x2 DFT, order 00 01 10 11 (nm):", np.round(tiny_dft.ravel(), 6) + 0.0)
print("2x2 PSD, same order (nm^4):", np.round(tiny_psd.ravel(), 6))
print(f"2x2 frequency cell (nm^-2): {1 / tiny_area:.4f}")
print(f"2x2 spectral sum (nm^2): {tiny_sum:.4f}")
print(f"2x2 Sq^2 from heights (nm^2): {np.mean(tiny_dev**2):.4f}")
print(f"2x2 sum without mean subtraction (nm^2): {tiny_raw_sum:.4f}")
print(f"film sigma (nm): {sigma}, xi (nm): {xi}")
print(f"scan Lx, Ly (nm): {Lx}, {Ly}; Nx, Ny: {Nx}, {Ny}")
print(f"pixel dx, dy (nm): {dx:.4f}, {dy:.4f}")
print(f"frequency step (nm^-1): {1 / Lx:.6f}")
print(f"Nyquist fx, fy (nm^-1): {0.5 / dx:.4f}, {0.5 / dy:.4f}")
print(f"film Sq^2 from heights (nm^2): {film_sq2:.6f}")
print(f"film spectral sum (nm^2): {film_sum:.6f}")
print(f"relative Parseval gap: {abs(film_sum / film_sq2 - 1):.1e}")
print(f"film Sq (nm): {np.sqrt(film_sq2):.4f}")
print(f"smooth radial integral (nm^2): {smooth_sum:.4f}")
print(f"Hann-window spectral sum (nm^2): {film_hann.sum() / area:.4f}")
print("ring: f (nm^-1), modes, PSD, Hann PSD, true PSD (nm^4)")
for r in (2, 5, 10, 20, 40):
    print(f"  {r / Lx:.4f} {count[r]:4d} {ring_mean[r]:.3e} "
          f"{ring_hann[r]:.3e} {true_psd(r / Lx):.3e}")
print(f"true PSD at f=0 (nm^4): {true_psd(0):.1f}")
print(f"axis mode k={k_high}, f (nm^-1): {k_high / Lx:.4f}")
print(f"  expected unwindowed PSD (nm^4): {expected[0, k_high]:.3f}")
print(f"  true PSD (nm^4): {true_psd(k_high / Lx):.1e}")
print(f"maps in ensemble: {n_maps}")
print(f"relative scatter of one PSD mode: {mode_scatter:.3f}")
print(f"relative scatter of Sq^2, formula: {scatter_formula:.4f}")
print(f"relative scatter of Sq^2, ensemble: {scatter_found:.4f}")
print(f"finite-scan variance loss, formula (nm^2): {finite_loss:.5f}")
print(f"finite-scan loss, ensemble (nm^2): {np.mean(mean_sq):.5f}")
print(f"line-levelling loss, formula (nm^2): {line_loss:.5f}")
print(f"line-levelling loss, ensemble (nm^2): {np.mean(line_var):.5f}")
print(f"tilt (degree): {tilt_deg}, rise over scan (nm): {slope * Lx:.3f}")
print(f"variance of tilt alone (nm^2): {tilt_var:.4f}")
print(f"Sq^2 of tilted film (nm^2): {tilted_sq2:.4f}")
print(f"Sq^2 after plane fit (nm^2): {levelled_sq2:.4f}")
print(f"noise rms (nm): {noise_rms}, variance (nm^2): {noise_rms**2:.4f}")
print(f"noise floor (nm^4): {floor:.4f}")
print(f"true PSD meets noise floor at f (nm^-1): {f_cross:.5f}")
print(f"Ge lattice constant, rough (nm): {ge_lattice}")
print(f"atomic step (nm): {step:.4f}, step variance (nm^2): {step_var:.5f}")
print(f"step variance found on film (nm^2): {np.var(step_error):.5f}")
print(f"tip radius (nm): {tip_radius}")
print(f"mean tip shift (nm): {tip_shift.mean():.5f}")
print(f"change of Sq^2 by tip (nm^2): {tip_sq2 - film_sq2:.2e}")
print("no test failed")
```

Running it gives:

```
2x2 map heights (nm): [1. 3. 2. 6.] pixel (nm): 10.0
2x2 mean (nm): 3.0 deviations (nm): [-2.  0. -1.  3.]
2x2 DFT, order 00 01 10 11 (nm): [ 0. -6. -4.  2.]
2x2 PSD, same order (nm^4): [  0. 900. 400. 100.]
2x2 frequency cell (nm^-2): 0.0025
2x2 spectral sum (nm^2): 3.5000
2x2 Sq^2 from heights (nm^2): 3.5000
2x2 sum without mean subtraction (nm^2): 12.5000
film sigma (nm): 1.0, xi (nm): 100.0
scan Lx, Ly (nm): 2000.0, 2000.0; Nx, Ny: 256, 128
pixel dx, dy (nm): 7.8125, 15.6250
frequency step (nm^-1): 0.000500
Nyquist fx, fy (nm^-1): 0.0640, 0.0320
film Sq^2 from heights (nm^2): 0.904485
film spectral sum (nm^2): 0.904485
relative Parseval gap: 2.2e-16
film Sq (nm): 0.9510
smooth radial integral (nm^2): 0.8839
Hann-window spectral sum (nm^2): 0.9322
ring: f (nm^-1), modes, PSD, Hann PSD, true PSD (nm^4)
  0.0010   12 2.459e+04 2.627e+04 2.846e+04
  0.0025   28 1.837e+04 1.322e+04 1.695e+04
  0.0050   56 2.498e+03 2.166e+03 2.664e+03
  0.0100  112 1.992e+01 1.872e+00 1.625e+00
  0.0200  264 1.784e+00 4.933e-07 2.248e-13
true PSD at f=0 (nm^4): 31415.9
axis mode k=64, f (nm^-1): 0.0320
  expected unwindowed PSD (nm^4): 5.323
  true PSD (nm^4): 4.0e-40
maps in ensemble: 400
relative scatter of one PSD mode: 0.985
relative scatter of Sq^2, formula: 0.0886
relative scatter of Sq^2, ensemble: 0.0866
finite-scan variance loss, formula (nm^2): 0.00742
finite-scan loss, ensemble (nm^2): 0.00786
line-levelling loss, formula (nm^2): 0.07871
line-levelling loss, ensemble (nm^2): 0.07796
tilt (degree): 0.1, rise over scan (nm): 3.491
variance of tilt alone (nm^2): 1.0154
Sq^2 of tilted film (nm^2): 2.0657
Sq^2 after plane fit (nm^2): 0.8988
noise rms (nm): 0.05, variance (nm^2): 0.0025
noise floor (nm^4): 0.3052
true PSD meets noise floor at f (nm^-1): 0.01081
Ge lattice constant, rough (nm): 0.57
atomic step (nm): 0.1425, step variance (nm^2): 0.00169
step variance found on film (nm^2): 0.00170
tip radius (nm): 10.0
mean tip shift (nm): 0.00184
change of Sq^2 by tip (nm^2): 3.58e-04
no test failed
```
